\section*{Bracketing Hydrogen's Mean Excitation Energy from Ground-State Properties}

\section{Problem}

A fast ion passing through matter loses energy mainly by exciting and ionizing electrons. At high speed the target enters the leading stopping formula through its number of electrons and one logarithmic average, its mean excitation energy $I$. Take a hydrogen atom in its ground state $|0\rangle$, with a fixed nucleus and a non-relativistic, spinless electron of mass $m$ and charge $-e$:
\begin{equation}
H=\frac{p^2}{2m}-\frac{e^2}{4\pi\varepsilon_0 r}.
\end{equation}
Let $E_n\ge 0$ be the energy of state $|n\rangle$ above the ground state, and let
\begin{equation}
f_n=\frac{2m}{\hbar^2}E_n|z_{n0}|^2,\qquad z_{n0}=\langle n|z|0\rangle ,
\end{equation}
be its dipole oscillator strength. Sums over $n$ include an integral over the continuum. The ground state itself has $f_0=0$ and is left out wherever $E_n$ stands in a denominator or a logarithm. The mean excitation energy is defined by
\begin{equation}
\ln I=\frac{\sum_n f_n\ln E_n}{\sum_n f_n},
\label{eq:I}
\end{equation}
where energies inside logarithms are measured in a common unit, which cancels from the result.

\begin{enumerate}
\item Estimate $I$ by scaling.
\item Find a lower bound on $I$ from the static polarizability $\alpha$, and an upper bound from the energy-weighted sum $\sum_n f_nE_n$. Evaluate both without calculating any excited state.
\item How well do these bounds fix the stopping cross section of free hydrogen atoms for a bare 1~MeV proton?
\end{enumerate}

\section{First estimate by scaling}

Replace the atom by one electron on a spring of angular frequency $\omega_0$. In a static field $F$ the force balance $m\omega_0^2|z|=eF$ gives a dipole $e|z|=e^2F/(m\omega_0^2)$, so that
\begin{equation}
\alpha=\frac{e^2}{m\omega_0^2},\qquad
\hbar\omega_0=\frac{e\hbar}{\sqrt{m\alpha}} .
\label{eq:spring}
\end{equation}
Polarizability divided by $4\pi\varepsilon_0$ is a volume. The length available is the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$, which suggests $\alpha\sim4\pi\varepsilon_0a_0^3$. Then
\begin{equation}
(\hbar\omega_0)^2\sim\frac{e^2\hbar^2}{4\pi\varepsilon_0ma_0^3}
=\left(\frac{\hbar^2}{ma_0^2}\right)^2=E_h^2 ,
\end{equation}
because $e^2/(4\pi\varepsilon_0)=\hbar^2/(ma_0)$. Here $E_h=\hbar^2/(ma_0^2)=27.2114$~eV is the Hartree energy. The estimate is therefore $I\sim27$~eV. Scaling fixes the unit of energy but not the numerical factor, and it gives no error bar.

\section{Exact solution}

\subsection{The strengths form a probability distribution}

The potential commutes with $z$, so
\begin{equation}
[H,z]=\frac{1}{2m}[p_z^2,z]=-\frac{i\hbar}{m}p_z .
\end{equation}
Taking the matrix element between $\langle n|$ and $|0\rangle$ gives
\begin{equation}
E_nz_{n0}=-\frac{i\hbar}{m}\langle n|p_z|0\rangle .
\label{eq:velocity}
\end{equation}
Insert this once into the sum of the strengths and use closure, $\sum_n|n\rangle\langle n|=1$:
\begin{equation}
\sum_nf_n=\frac{2m}{\hbar^2}\sum_nz_{0n}E_nz_{n0}
=-\frac{2i}{\hbar}\langle0|zp_z|0\rangle .
\end{equation}
The ground-state wave function $\psi_0$ is real, and an integration by parts gives
\begin{equation}
\langle0|zp_z|0\rangle=-i\hbar\int\psi_0z\,\partial_z\psi_0\,d^3r
=-\frac{i\hbar}{2}\int z\,\partial_z\psi_0^2\,d^3r=\frac{i\hbar}{2}.
\end{equation}
Hence $\sum_nf_n=1$, the Thomas--Reiche--Kuhn sum rule. Each $f_n$ is non-negative because no state lies below the ground state. The strengths can therefore serve as probabilities, with averages $\langle X\rangle_f=\sum_nf_nX_n$. If the initial state is excited and has dipole-allowed downward transitions, these have negative strengths and the argument below fails.

\subsection{Jensen's inequality, used twice}

For every $x>0$, $\ln x\le x-1$, with equality only at $x=1$, since the concave logarithm lies below its tangent there. Put $x=X_n/\langle X\rangle_f$ for a positive quantity $X_n$ and average:
\begin{equation}
\langle\ln X\rangle_f-\ln\langle X\rangle_f
\le\frac{\langle X\rangle_f}{\langle X\rangle_f}-1=0 .
\label{eq:jensen}
\end{equation}
This is Jensen's inequality for the logarithm. The choice $X=E$ gives
\begin{equation}
\ln I=\langle\ln E\rangle_f\le\ln\langle E\rangle_f .
\end{equation}
The choice $X=E^{-2}$ gives $-2\ln I\le\ln\langle E^{-2}\rangle_f$. Division by $-2$ reverses the inequality, and therefore
\begin{equation}
\langle E^{-2}\rangle_f^{-1/2}\le I\le\langle E\rangle_f .
\label{eq:bracket}
\end{equation}
Equality on either side would require all the strength to sit at one energy, in which case the two bounds would coincide. They will turn out to be different, so both inequalities are strict for hydrogen.

\subsection{The upper bound}

Use the square of Eq.~\eqref{eq:velocity}, followed by closure:
\begin{align}
\langle E\rangle_f&=\frac{2m}{\hbar^2}\sum_n|E_nz_{n0}|^2
=\frac{2}{m}\sum_n|\langle n|p_z|0\rangle|^2\nonumber\\
&=\frac{2}{m}\langle0|p_z^2|0\rangle
=\frac{2}{3m}\langle0|p^2|0\rangle=\frac43\langle T\rangle .
\label{eq:S1}
\end{align}
The factor $1/3$ follows from spherical symmetry, and $T=p^2/(2m)$. The extra power of $E_n$ distinguishes this sum from the one that equals unity.

The ground state is $\psi_0=(\pi a_0^3)^{-1/2}e^{-r/a_0}$. Its gradient has magnitude $\psi_0/a_0$, so $\langle p^2\rangle=\hbar^2\int|\nabla\psi_0|^2d^3r=\hbar^2/a_0^2$ and $\langle T\rangle=E_h/2=13.6057$~eV. Thus
\begin{equation}
\langle E\rangle_f=\tfrac23E_h=18.1409\ \text{eV}.
\end{equation}

\subsection{The lower bound}

A static field $F$ along $z$ adds $eFz$ to $H$. The first-order shift vanishes by parity. The second-order shift defines $\alpha$:
\begin{equation}
-\frac12\alpha F^2=-e^2F^2\sum_{n\ne0}\frac{|z_{n0}|^2}{E_n}.
\end{equation}
Substituting $|z_{n0}|^2=\hbar^2f_n/(2mE_n)$ gives
\begin{equation}
\alpha=2e^2\sum_{n\ne0}\frac{|z_{n0}|^2}{E_n}
=\frac{e^2\hbar^2}{m}\langle E^{-2}\rangle_f .
\label{eq:alpha}
\end{equation}
The lower bound is therefore $e\hbar/\sqrt{m\alpha}$, the spring energy of Eq.~\eqref{eq:spring} with the true polarizability in it.

To find $\alpha$ without excited states, seek a function $G$, orthogonal to $\psi_0$, that satisfies
\begin{equation}
(H-\mathcal E_0)G=z\psi_0 ,
\label{eq:G}
\end{equation}
where $\mathcal E_0$ is the ground-state energy. Projection on $\langle n|$ gives $\langle n|G\rangle=z_{n0}/E_n$, so the sum in Eq.~\eqref{eq:alpha} becomes a single integral:
\begin{equation}
\alpha=2e^2\langle z\psi_0|G\rangle .
\end{equation}

Try $G=zg(r)\psi_0$. Since $(H-\mathcal E_0)\psi_0=0$, only terms that differentiate $zg$ survive:
\begin{equation}
(H-\mathcal E_0)(zg\psi_0)=-\frac{\hbar^2}{2m}
\left[\psi_0\nabla^2(zg)+2\nabla(zg)\cdot\nabla\psi_0\right].
\end{equation}
The two pieces are
\begin{align}
\nabla^2(zg)&=z\left(g''+\frac{2g'}r\right)+2\partial_zg
=z\left(g''+\frac{4g'}r\right),\\
\nabla(zg)\cdot\nabla\psi_0&=-\frac{\psi_0}{a_0}\partial_r(zg)
=-\frac{z\psi_0}{a_0}\left(g'+\frac gr\right).
\end{align}
After division by $z\psi_0$, Eq.~\eqref{eq:G} becomes
\begin{equation}
-\frac{\hbar^2}{2m}\left[g''+\frac{4g'}r-\frac2{a_0}\left(g'+\frac gr\right)\right]=1 .
\end{equation}
Insert $g=A+Br$. The bracket is $(4B-2A/a_0)/r-4B/a_0$. Its $1/r$ part must vanish, so $A=2a_0B$. The constant part requires $2\hbar^2B/(ma_0)=1$, so $B=ma_0/(2\hbar^2)$. Hence
\begin{equation}
G=\frac{ma_0^2}{\hbar^2}\left(1+\frac r{2a_0}\right)z\psi_0 .
\end{equation}
This function is normalizable and odd in $z$, hence orthogonal to $\psi_0$. Any other normalizable solution differs from it by a multiple of the non-degenerate ground state, which orthogonality excludes.

The radial averages needed are
\begin{equation}
\langle r^k\rangle=\frac4{a_0^3}\int_0^\infty r^{k+2}e^{-2r/a_0}dr
=\frac{4(k+2)!}{2^{k+3}}a_0^k ,
\end{equation}
so $\langle r^2\rangle=3a_0^2$ and $\langle r^3\rangle=\frac{15}{2}a_0^3$. Replacing $z^2$ by $r^2/3$ gives
\begin{align}
\alpha&=\frac{2e^2ma_0^2}{3\hbar^2}
\left(\langle r^2\rangle+\frac{\langle r^3\rangle}{2a_0}\right)
=\frac{2e^2ma_0^4}{3\hbar^2}\left(3+\frac{15}4\right)\nonumber\\
&=\frac92\frac{me^2a_0^4}{\hbar^2}=4\pi\varepsilon_0\,\frac92a_0^3 .
\end{align}
Numerically, $\alpha=7.4195\times10^{-41}$~C\,m$^2$/V. From Eq.~\eqref{eq:alpha},
\begin{equation}
\langle E^{-2}\rangle_f=\frac{m\alpha}{e^2\hbar^2}
=\frac92\frac{m^2a_0^4}{\hbar^4}=\frac9{2E_h^2}.
\end{equation}
The complete bracket is
\begin{equation}
\boxed{\frac{e\hbar}{\sqrt{m\alpha}}=\frac{\sqrt2}{3}E_h<I<\frac23E_h=\frac43\langle T\rangle}
\end{equation}
The ends are 12.8276 and 18.1409~eV. Rounded outward, so that the inequalities remain true, they give $12.82\ \text{eV}<I<18.15\ \text{eV}$.

\subsection{Another lower bound and two limiting cases}

The size of the atom gives a better lower bound. With $X=E^{-1}$ in Eq.~\eqref{eq:jensen}, $I>1/\langle E^{-1}\rangle_f$. Closure and $\langle0|z|0\rangle=0$ give
\begin{equation}
\langle E^{-1}\rangle_f=\frac{2m}{\hbar^2}\sum_n|z_{n0}|^2
=\frac{2m}{3\hbar^2}\langle r^2\rangle=\frac2{E_h},
\end{equation}
so $I>E_h/2=13.6057$~eV. It must be at least as good as the polarizability bound, because a variance is non-negative: $\langle E^{-2}\rangle_f\ge\langle E^{-1}\rangle_f^2$. The polarizability gives more weight to low excitation energies and so pulls the bound further down.

For an electron bound harmonically with frequency $\omega_0$, $\alpha=e^2/(m\omega_0^2)$ and $\langle p_z^2\rangle=m\hbar\omega_0/2$. Both ends of the bracket then equal $\hbar\omega_0$, since the dipole operator connects the ground state to one level. The width of hydrogen's bracket reflects the spread of its spectrum.

For a one-electron ion of nuclear charge $Ze$, lengths scale as $1/Z$ and energies as $Z^2$. Both bounds grow as $Z^2$, and their ratio remains $\sqrt2$ within this non-relativistic model.

\section{From excitation energy to stopping}

\subsection{Why the logarithmic average appears}

Let a heavy ion of charge $e$ and speed $v$ transfer momentum $\hbar\mathbf q$ to the atom. When the ion's recoil energy is neglected, its energy loss is $\hbar\mathbf q\cdot\mathbf v$. Write $\kappa=e^2/(4\pi\varepsilon_0)$ and $F_n=\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle$. The Fourier transform of the Coulomb interaction has magnitude $4\pi\kappa/q^2$, so the golden rule, divided by the ion flux, gives
\begin{align}
\sigma_n&=\frac{2\pi}{\hbar v}\int\frac{d^3q}{(2\pi)^3}
\left(\frac{4\pi\kappa}{q^2}\right)^2|F_n|^2
\delta(\hbar\mathbf q\cdot\mathbf v-E_n)\nonumber\\
&=\frac{8\pi\kappa^2}{\hbar^2v^2}\int_{E_n/(\hbar v)}^\infty
|F_n|^2\frac{dq}{q^3}.
\end{align}
The integral of the delta function over solid angle supplied $2\pi/(\hbar qv)$ and the lower limit; $|F_n|^2$ is understood as summed over degenerate states, which removes its dependence on direction. Define $f_n(q)=2mE_n|F_n|^2/(\hbar^2q^2)$, which tends to $f_n$ as $q\to0$. The stopping cross section is then
\begin{equation}
S=\sum_nE_n\sigma_n=\frac{4\pi\kappa^2}{mv^2}L,\qquad
L=\sum_n\int_{E_n/(\hbar v)}^\infty f_n(q)\frac{dq}q .
\label{eq:born}
\end{equation}

For large $v$, split the integral at a $q_0$ with $q_0a_0\ll1$ but $\hbar q_0v$ well above the important excitation energies. Below $q_0$ the dipole limit applies:
\begin{equation}
L_<\simeq\sum_nf_n\ln\frac{\hbar q_0v}{E_n}=\ln\frac{\hbar q_0v}{I}.
\end{equation}
Above $q_0$, use $e^{-iqz}He^{iqz}=H+\hbar qp_z/m+\hbar^2q^2/(2m)$. Since $\langle p_z\rangle=0$, closure gives $\sum_nE_n|F_n|^2=\hbar^2q^2/(2m)$, or $\sum_nf_n(q)=1$. At large $q$ the strength lies near the free-electron energy $\hbar^2q^2/(2m)$. The condition $E_n\le\hbar qv$ then cuts the integral off at $q=2mv/\hbar$, so $L_>\simeq\ln[2mv/(\hbar q_0)]$. Adding the parts removes $q_0$:
\begin{equation}
L\simeq\ln\frac{2mv^2}{I}.
\end{equation}
This is the Bethe logarithm, valid to leading order at high speed within the first Born approximation.

\subsection{A 1 MeV proton}

The target is free atomic hydrogen. The speed, from relativistic kinematics, is $v=6.322$ Bohr speeds (the non-relativistic relation gives 6.327 and lowers both ends of the stopping bracket below by about $0.1\%$), one Bohr speed being $\hbar/(ma_0)$, and $2mv^2=2E_h(6.322)^2\simeq2175$~eV. The two bounds on $I$ give
\begin{align}
L_{\min}&=\ln(2175/18.1409)=4.787,\\
L_{\max}&=\ln(2175/12.8276)=5.133 .
\end{align}
The prefactor in Eq.~\eqref{eq:born} is $0.2396\times10^{-15}$~eV\,cm$^2$ per atom. Multiplication, with the ends rounded outward, gives
\begin{equation}
1.146<\frac{S}{10^{-15}\ \text{eV\,cm}^2}<1.230
\end{equation}
within the Bethe formula. The ends of the $I$ bracket differ by a factor $\sqrt2$, whereas the stopping is fixed to $\pm3.5\%$ about the midpoint. The logarithm turns the factor into an additive width, $\ln\sqrt2=0.347$, on a number near 5. At lower speed $L$ shrinks while this width stays fixed, so the relative uncertainty grows.

\subsection{What the model leaves out}

Evaluating the full integral in Eq.~\eqref{eq:born} numerically gives $L=4.950$, against 4.977 from the Bethe logarithm with the computed $I$ of the next section. The difference, $-0.027$ or $-0.54\%$, is the shell correction. At twice the speed it is $-0.0064$, roughly a quarter as large.

Three further corrections are quoted here without derivation. The Bloch term, which goes beyond the Born approximation in close collisions, changes $L$ by $-0.029$, or $-0.59\%$. The relativistic term $-\ln(1-v^2/c^2)-v^2/c^2$ is $2.3\times10^{-6}$. The Barkas term, cubic in the ion charge, has the dimensionless scale $\kappa I/(\hbar mv^3)=2.2\times10^{-3}$; this is not its value, because the numerical factor multiplying it is large. For a proton passing a classical electron on a spring with $\hbar\omega_0=I$, the term raises $L$ by about $0.02$ if only impact parameters beyond about $a_0$ are counted and by about $0.05$ if all are counted. This is comparable in size with the shell and Bloch terms and opposite in sign, but the spring is only a guide to the order of magnitude for hydrogen. Nuclear motion enters the atomic energies at the relative order $m/m_p=5.4\times10^{-4}$, where $m_p$ is the proton mass. Electron capture by the proton is omitted, as is the energy passed to the recoiling target nucleus, which is about $0.1\%$ of the electronic stopping here. The shell and Bloch terms together lower the stopping by about $1.1\%$, but the Barkas term may cancel much of this, so $1.1\%$ is not the net correction. The bracket above limits the Bethe result and not the complete stopping.

Ordinary hydrogen gas is molecular, and bonding changes both $\alpha$ and $\langle p_z^2\rangle$. The atomic bracket does not apply to it. As a measure of sensitivity alone, a hypothetical 25\% rise in $I$ at fixed proton speed would lower the stopping per atom by 4.5\%.

\section{Comparison of the estimate with the exact result}

The scaling value, 27~eV, lies above the rigorous upper bound. The fault is in the assumed polarizability: hydrogen is $9/2$ times as polarizable as $4\pi\varepsilon_0a_0^3$ suggests. Since the spring energy varies as $\alpha^{-1/2}$, correcting this factor divides the estimate by $\sqrt{9/2}=2.12$ and gives 12.83~eV. The corrected spring model is then exactly the lower bound. Jensen's inequality supplies what scaling could not: the sign of the error made by assigning all the strength to the one frequency that reproduces $\alpha$.

The excited states, unnecessary for the bounds, can be used to judge them. Diagonalizing the $p$-wave Hamiltonian in 60 Laguerre functions gives $I=14.99$~eV, and integrating closed-form oscillator strengths gives the same value. In that diagonalization $\sum_nf_n=1.000000$ and $\sum_nf_nE_n=18.1405$~eV, against the analytic 18.1409~eV. With the ground state coupled only to these $p$ states, its shift in a weak field reproduces the analytic polarizability to within $10^{-5}$ in relative terms. This checks the second-order sum; it is not the full Stark shift, whose fourth-order part also involves $s$ and $d$ states.

Relative to $I=14.99$~eV, the polarizability bound is 14\% low, the size bound 9\% low and the upper bound 21\% high. The geometric mean of the two main bounds, 15.25~eV, is 1.8\% high. That closeness is a numerical finding for hydrogen; the inequalities guarantee only that $I$ lies between the ends. Further values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Hartree energy: 27.2114 eV
Bohr radius: 0.052918 nm
alpha/(4 pi eps0 a0^3): 4.5000 (no unit)
Static polarizability alpha: 7.4195e-41 C m^2/V
Ground-state kinetic energy: 13.6057 eV
Mean square radius / a0^2: 3.0000 (no unit)
Lower bound from alpha: 12.8276 eV
Lower bound from mean square radius: 13.6057 eV
Upper bound from energy-weighted sum: 18.1409 eV
Geometric mean of the main bounds: 15.255 eV
I by diagonalization (check only): 14.991 eV
I by closed-form strengths (check only): 14.991 eV
Diagonalized sum of f: 1.000000 (no unit)
Diagonalized sum of f E: 18.1405 eV
Diagonalized sum of f/E^2: 6.077307e-03 eV^-2
Polarizability ratio, field shift/formula: 0.999995
Proton energy: 1.0 MeV
Proton speed / Bohr speed: 6.322 (no unit)
2 m v^2: 2175.0 eV
Bethe L at upper bound of I: 4.7866 (no unit)
Bethe L at computed I: 4.9773 (no unit)
Bethe L at lower bound of I: 5.1332 (no unit)
Stopping prefactor: 0.2396 1e-15 eV cm^2/atom
Stopping, lower limit: 1.1469 1e-15 eV cm^2/atom
Stopping at computed I: 1.1926 1e-15 eV cm^2/atom
Stopping, upper limit: 1.2299 1e-15 eV cm^2/atom
Half-width of stopping bracket: 3.49 %
First-Born stopping number: 4.9504 (no unit)
Shell correction to L: -0.0269 = -0.54 %
Shell correction at doubled speed: -0.0064 (no unit)
Bloch correction to L: -0.0294 = -0.59 %
Relativistic correction to L: 2.27e-06 (no unit)
Barkas dimensionless scale: 2.18e-03 (no unit)
Electron/proton mass ratio: 5.45e-04 (no unit)
Stopping change if I rises 25 %: -4.48 %
\end{verbatim}
